Conductivity and diffusivity from the third-harmonic voltage of a suspended filament

Turning a sweep of third-harmonic voltage against frequency into thermal properties raises two questions: which part of the sweep fixes the conductivity and which the diffusivity, and whether a one-mode formula is good enough for the fit. Both depend on how the average temperature of a self-heated filament responds to heating at twice the drive frequency.

Take a uniform filament of length L and cross-section S, with thermal conductivity κ, heat capacity per volume C and diffusivity D = κ/C. It hangs in vacuum between two heat sinks that hold its ends at the temperature T0. A source imposes the current I(t) = I0 sin ωt, and the voltage is read between the ends by probes that carry no heat. All amplitudes are peak values. The algebra is in atomic units, where the elementary charge is e = 1, so that current times voltage is directly a power. Temperature is kept in kelvin. No other atomic constant enters, and the equations keep their form when numbers are given in eV, Å, s, K and e.

Let θ(z,t) be the temperature rise above T0 at position z. The resistance is taken to be linear in temperature, so a unit length at z has resistance (R0 + R'θ)/L, where R0 is the total resistance at T0 and R' its temperature derivative. Heat is assumed to obey Fourier's law, which requires carrier mean free paths short compared with L and carrier relaxation fast compared with the drive. The energy balance of a unit length is then

CS ∂θ/∂t = κS ∂²θ/∂z² − ℓθ + I²(R0 + R'θ)/L,  θ = 0 at z = 0 and z = L.

The term ℓθ is the heat lost through the surface per unit length, linearized in θ. Since the same current passes every section, the voltage is the current times the summed resistance,

V = I(R0 + R'⟨θ⟩),

with ⟨θ⟩ the average of θ over the length. The voltage therefore senses one number, the mean temperature rise.

Set ℓ = 0 for now and drop R'θ from the heating term. A natural temperature scale is Θ = I0²R0L/(κS), and the dropped term is smaller than the retained one by a factor of order

ε = R'Θ/R0 = I0²R'L/(κS).

The leading-order result thus needs |ε| ≪ 1. In the voltage R'⟨θ⟩ must be kept, because it is the signal.

Write θ = Θw and u = z/L, and use sin²ωt = (1 − cos 2ωt)/2. Multiplying the energy balance by L²/(κSΘ) gives

∂²w/∂u² − (L²/D) ∂w/∂t = −½ + ½ cos 2ωt.

The heating has a steady part and a part at 2ω. The equation is linear, so each part can be solved separately. Let W(u; s²) solve

−W'' + s²W = 1,  W(0) = W(1) = 0.

After transients have died out, the solution is

w = ½W(u; 0) − ½Re[W(u; s²) e^{2iωt}],  s² = ix,  x = 2ωL²/D.

To check the second part, note that the time derivative brings down 2iω, so the left side becomes −½Re[(W'' − s²W)e^{2iωt}] = +½ cos 2ωt, as required. The parameter x compares the heating frequency 2ω with the diffusion rate D/L².

A particular solution for W is the constant 1/s². The homogeneous solution that is symmetric about the middle is a multiple of cosh[s(u − ½)], and the boundary conditions fix the multiple:

W = (1/s²){1 − cosh[s(u − ½)]/cosh(s/2)}.

The integral of cosh[s(u − ½)] from 0 to 1 is 2 sinh(s/2)/s. The average of W is therefore

g = (1/s²)[1 − tanh(s/2)/(s/2)].

In the static case W = u(1 − u)/2, with average 1/12. Hence

⟨θ⟩ = Θ[1/24 − ½Re(g e^{2iωt})].

Now write g = |g|e^{iφ} and insert ⟨θ⟩ in the voltage. The product of the current with the oscillating temperature contains

sin ωt cos(2ωt + φ) = ½ sin(3ωt + φ) − ½ sin(ωt + φ).

The third harmonic collects one factor ½ from the heating and another from this mixing, with the minus sign of the oscillating temperature:

V3(t) = −[I0³R0R'L/(4κS)] |g| sin(3ωt + φ).

For R' > 0 and slow driving, V3 is opposite in phase to sin 3ωt. With rms values of current and voltage instead of peak values, I0³ becomes 2√2 I_rms³ and the voltage amplitude √2 V3_rms, so every prefactor doubles.

At low frequency, g = 1/12 and the amplitude reaches the plateau

|V3| = I0³R0|R'|L/(48κS).

This gives κ once I0, R0, R', L and S are known. The heat capacity is absent because the filament passes through a sequence of steady states.

To see how slow the drive must be, put y = s/2 and use

tanh y / y = 1 − y²/3 + 2y⁴/15 − 17y⁶/315 + … .

Subtracting this from 1 and dividing by s² = 4y² gives

g = 1/12 − y²/30 + 17y⁴/1260 − … = 1/12 − s²/120 + 17s⁴/20160 − … .

With s² = ix and s⁴ = −x²,

12g = 1 − ix/10 − 17x²/1680 + … .

The phase is φ ≈ −x/10: the temperature lags the heating. The squared modulus is 1 − 17x²/840 + x²/100 = 1 − 43x²/4200, and its square root gives

|12g| ≈ 1 − 43x²/8400.

The amplitude departs from the plateau in second order, the phase in first order. This makes the plateau a forgiving place to measure κ and a poor place to obtain D from amplitudes. If r = |12g| is the amplitude divided by its plateau, then at fixed frequency D varies as 1/x, and a relative error of r enters D multiplied by 1/|d ln r/d ln x| ≈ 4200/(43x²). At x = 1 that factor is nearly 100. A phase measurement in this range is better placed: since φ ≈ −x/10, an error of δφ radians changes D by the fraction 10δφ/x, a factor of only about 10 at x = 1.

The ratio r depends on x alone. The current, the resistance, its temperature coefficient and the cross-section have all cancelled, so the roll-off gives D if L is known. For this to be a unique assignment, |g| must fall steadily with x. Expand the problem for W in the functions sin nπu. The constant 1 has coefficients 4/(nπ) for odd n and zero for even n, each W coefficient is divided by n²π² + s², and the average of sin nπu is 2/(nπ) for odd n. Therefore

g = Σ_{n odd} a_n/(λ_n + ix),  a_n = 8/(π²n²),  λ_n = n²π².

In |g|² the pair n, m contributes the positive weight a_n a_m times the real part of 1/[(λ_n + ix)(λ_m − ix)], which is

F = (λ_nλ_m + X)/[(λ_n² + X)(λ_m² + X)],  X = x².

Its logarithmic derivative is

d ln F/dX = 1/(λ_nλ_m + X) − 1/(λ_n² + X) − 1/(λ_m² + X).

Label the pair so that λ_n ≤ λ_m. Then λ_n² ≤ λ_nλ_m, the first term is no larger than the second, and the third makes the whole negative. Every pair falls with x, and so does |g|. One amplitude ratio therefore fixes one x, and

D = 4πfL²/x,  f = ω/2π.

A convenient choice is the half-power point r = 1/√2, which lies at x_c = 9.896, so that D = 4πf_cL²/x_c.

Far above this frequency s = √x e^{iπ/4} has a large real part and tanh(s/2) tends to 1. Then g ≈ (1/s²)(1 − 2/s), and since the real part of 1/s is 1/√(2x),

|g| ≈ (1/x)[1 − √(2/x)].

Keeping only 1/x = D/(2ωL²) in the voltage gives

|V3| → I0³R0|R'|/(8ωCSL).

The conductivity has dropped out. During one heating cycle heat diffuses over a distance much shorter than L, most of the filament stores its own heat, and the signal measures the total heat capacity CSL. The cooled layers near the ends supply the correction √(2/x), which dies out slowly: at x = 10⁴ the numerical solution still lies 1.4% below the limiting law. Plateau and high-frequency tail thus give κ and C, and the region between them gives their quotient.

A simpler formula keeps the n = 1 term alone:

g₁ = 8/[π²(π² + ix)],  |g₁(x)/g₁(0)| = 1/√[1 + (x/π²)²].

Its plateau is 8/π⁴ instead of 1/12, a fraction 96/π⁴ = 0.9855 of the full value. Since the inferred κ is proportional to this coefficient, it comes out 1.4% low. Its half-power point, π² = 9.870, is close to x_c, so near the corner the inferred diffusivity is good. Solving the one-mode ratio for D gives

D₁ = 4πfL²/[π²√(1/r² − 1)].

At high frequency the true ratio tends to r = 12/x, the root tends to x/12, and D₁ tends to (12/π²)D = 1.216D. A fit weighted toward high frequencies is therefore biased upward, while the full formula needs only a complex tanh and a numerical root search for x.

The term R'θ dropped from the heating can be restored in the low-frequency limit. There the current may be treated as constant while the temperature settles. Let ρ = 1 + R'θ/R0 be the local resistance relative to its value at T0. The steady energy balance becomes

d²ρ/du² + m²ρ = 0,  ρ(0) = ρ(1) = 1,  m² = I²R'L/(κS) = ε sin²ωt.

The solution is ρ = cos[m(u − ½)]/cos(m/2), and its average gives

V = IR0 tan(m/2)/(m/2) = IR0(1 + m²/12 + m⁴/120 + …).

With I = I0 sin ωt, the second term contains sin³ωt, whose third harmonic is −¼ sin 3ωt, and the third contains sin⁵ωt, whose third harmonic is −(5/16) sin 3ωt. Together,

V3 = −I0R0(ε/48 + 5ε²/1920) sin 3ωt = −(I0R0ε/48)(1 + ε/8) sin 3ωt.

The first part is the plateau found before. The relative correction ε/8 can be expressed through a measurable quantity: the time average of m²/12 is ε/24, which to this order is the mean fractional rise δ of the resistance. The plateau is thus too high by 3δ, and

κ ≈ κ_raw(1 + 3δ),

where κ_raw is the value from the uncorrected plateau formula. The fundamental voltage does not show δ directly: because sin³ωt contains ¾ sin ωt, its fractional rise on the plateau is ε/16 = 3δ/2, and a rise read from it must be multiplied by 2/3 to give δ. For a filament whose resistance falls linearly on heating, ε and δ are negative and the correction changes sign.

This correction assumes that the resistance is linear in temperature and that κ is constant. In a real filament neither need hold, and both departures enter at the same order in I0². A curvature R'' adds R''⟨θ²⟩/2 to the resistance, with ⟨θ²⟩ = Θ² sin⁴ωt/120, and shifts the plateau by the fraction (R''/R')Θ/16. A conductivity κ(1 + βθ) changes θ by −βθ²/2 and shifts it by −βΘ/16. Relative to 3δ = R'Θ/(8R0), these are R''R0/(2R'²) and −βR0/(2R'). For a thermally activated resistance with activation energy E_a, curvature and feedback together give (3/2 + k_BT0/E_a) times 3δ. For κ ∝ 1/T at 300 K the conductivity term is about 0.8 of 3δ at R'/R0 = 2×10⁻³ K⁻¹ and about four times 3δ at 4×10⁻⁴ K⁻¹. In such cases it is safer to measure the plateau at several small currents and extrapolate κ_raw in I0² to zero, which gives κ at T0 apart from the other errors discussed below.

Surface loss adds a real part to s². Dividing ℓθ by the same factors as before gives

s² = b + ix,  b = ℓL²/(κS).

At low frequency the expansion of g yields 12g ≈ 1 − b/10. The plateau is lowered and the inferred κ is too high by the fraction b/10, because heat leaving through the surface is counted as conducted. For radiation to surroundings at T0, the net loss per length is ησp[(T0 + θ)⁴ − T0⁴], with p the perimeter, σ the Stefan–Boltzmann constant and η an effective emissivity. For θ ≪ T0 this is ℓθ with

ℓ = 4ησpT0³.

For a filament thinner than the thermal wavelength, η need not equal the emissivity of a bulk surface of the same material. The factor L² in b is the more severe warning: a filament ten times longer has one hundred times the b.

As an example take a model filament with L = 2×10⁵ Å and a square section of side 1000 Å, so S = 10⁶ Å². Let κ = 3×10¹⁰ eV/(s Å K), which is 48.07 W/(m K), and C = 1.5×10⁻⁵ eV/(Å³ K). Then D = κ/C = 2×10¹⁵ Å²/s, or 2×10⁻⁵ m²/s, and L²/D = 2×10⁻⁵ s. The electrical parameters are R0 = 1.5×10⁻¹⁶ V s/e, R' = 3×10⁻¹⁹ V s/(e K) and I0 = 10¹⁴ e/s, and the sinks are at 300 K.

The power scale I0²R0 = 1.5×10¹² eV/s divided by κS/L = 1.5×10¹¹ eV/(s K) gives Θ = 10 K. The steady mean rise is Θ/24 = 0.42 K, and ε = R'Θ/R0 = 0.02. The expected plateau is

I0R0ε/48 = (0.015 V)(0.02)/48 = 6.25×10⁻⁶ V.

This is about 4×10⁻⁴ of the fundamental voltage I0R0, which sets a demand on the source. A third harmonic in the current produces a voltage R0 times its amplitude, so it must stay below about 4×10⁻⁶ of I0 if it is to disturb the plateau by less than 1%.

To imitate a measurement, the time-dependent heat equation was integrated with the resistance feedback and with radiation at η = 1, for which b = 0.0020. The third harmonic was then extracted from the computed voltage. At 400 Hz, where x = 0.10, its amplitude is 6.264×10⁻⁶ V and its phase relative to the plateau is −0.58°, in agreement with −x/10 radian. The uncorrected plateau formula gives

κ_raw = I0³R0R'L/(48S|V3|) = (1.875×10⁵)/(6.264×10⁻⁶) = 2.993×10¹⁰ eV/(s Å K).

This is 0.22% below the input, close to the 0.23% expected from feedback and radiation together, ε/8 − b/10. The simulated mean resistance rise is δ = 8.34×10⁻⁴. Multiplying by 1 + 3δ = 1.0025 gives 3.001×10¹⁰ eV/(s Å K), or 48.08 W/(m K). The remaining excess of about 0.03% is mostly the radiation term b/10 = 0.02%. For a filament ten times longer with the same section, b would be 0.20 and the same term would reach 2%. The diffusivity inferred from the roll-off with the loss-free formula would then also be about 2% too high.

The corner is expected at f_c = x_cD/(4πL²) = 39.4 kHz. At 40 kHz the simulated amplitude is 4.391×10⁻⁶ V, so r = 0.7010. Solving |12g| = r gives x = 10.07, and

D = 4π(4×10⁴ s⁻¹)(4×10¹⁰ Å²)/10.07 = 1.997×10¹⁵ Å²/s,

or 1.997×10⁻⁵ m²/s. The four frequencies above the plateau give, in units of 10¹⁵ Å²/s:

20 kHz: full formula 1.996, one mode 2.000
40 kHz: full formula 1.997, one mode 2.002
80 kHz: full formula 1.997, one mode 2.011
160 kHz: full formula 1.997, one mode 2.037

The full formula is steady but lies 0.1 to 0.2% below the input. Resistance feedback accounts for this. In runs at 40 kHz without radiation, the shift of D from its weak-current value grew by a factor of 4.03 when the current was doubled, as an error proportional to ε ∝ I0² should. Its sign shows that feedback raises the plateau by a larger fraction than it raises the signal at the corner, which makes r too small and x too large. A measurement can remove the shift by repeating the sweep at a lower current and extrapolating in I0² to zero.

The one-mode values drift upward with frequency, as derived, and are 1.9% too high at 160 kHz. At 20 kHz the one-mode value is closer to the input than the full one. That is a cancellation: its upward bias there happens to offset the downward shift from feedback, and at a lower current the offset would be lost. At weak current the simulated third harmonic agrees with the full formula, in amplitude and phase, to within 2 parts in 10⁴ at all five frequencies. The program checks this agreement without printing the weak-current values; the numerical output below lists those of the simulated measurement at full current.

Several errors leave little or no trace in the quality of the fit. The conductivity scales as L/S and the diffusivity as L², so a 1% error in length gives 1% in κ and 2% in D, while an error in the cross-section affects κ but leaves D untouched. Imperfect heat sinks act on the plateau too. Suppose each end has a thermal contact resistance r_c. Half of the steady power P flows through each contact and lifts the whole filament by Pr_c/2, compared with the mean rise PL/(12κS) due to conduction. The plateau is then too high by the fraction 6r_cκS/L, and the inferred κ is too low. The contacts also slow the thermal response, so the inferred D is too low as well. Since the plateau error falls as 1/L while the radiative error grows as L², short filaments suffer from their contacts and long ones from their surfaces. Both errors make the inferred κ rise with length, so two lengths cannot tell them apart. With at least three lengths of equal section and like contacts, the different dependence on L can.

For the sweep itself, the plateau should be taken at x of about 0.1, where the amplitude has dropped by only 5 parts in 10⁵, and the diffusivity from frequencies with x between about 10 and 20, using the full g. There the amplitude responds clearly to D and is still 0.7 to 0.4 of the plateau; much further up, the signal sinks toward the noise. The current should be large enough to lift V3 above the noise and small enough that 3δ, and the shifts from the temperature dependence of κ and of R', remain corrections.

Numbers as computed

```
length L = 2.0e+05 angstrom, side = 1.0e+03 angstrom
cross-section S = 1.0e+06 angstrom^2
input kappa = 3.000e+10 eV/(s angstrom K)
input kappa, SI = 48.07 W/(m K)
input C = 1.50e-05 eV/(angstrom^3 K)
input D = 2.000e+15 angstrom^2/s
input D, SI = 2.000e-05 m^2/s
R0 = 1.50e-16 V s/e, R' = 3.00e-19 V s/(e K)
I0 = 1.00e+14 e/s, T0 = 300 K
diffusion time L^2/D = 2.00e-05 s
I0^2 R0 = 1.500e+12 eV/s
kappa S/L = 1.500e+11 eV/(s K)
steady mean rise, leading order = 0.4167 K
eps = 0.0200, eps/8 = 0.00250
radiation b = 2.039e-03, b/10 = 2.04e-04
plateau formula V3 = 6.2500e-06 V
half-power x_c = 9.8962, single mode = 9.8696
half-power frequency f_c = 3.9376e+04 Hz
single-mode share of plateau = 0.98554
single-mode limit of D/D_true, 12/pi^2 = 1.2159
simulated measurement: f (Hz), x, V3 (V), phase of -V3 (deg)
  4.0e+02  0.1005  6.2639e-06  -0.58
  2.0e+04  5.0265  5.5816e-06  -26.64
  4.0e+04  10.0531  4.3910e-06  -44.81
  8.0e+04  20.1062  2.7719e-06  -62.43
  1.6e+05  40.2124  1.5192e-06  -73.67
mean fractional resistance rise = 8.344e-04
kappa uncorrected = 2.9933e+10 eV/(s angstrom K)
kappa corrected = 3.0008e+10 eV/(s angstrom K)
kappa corrected, SI = 48.08 W/(m K)
f (Hz), V3 ratio, D full, D single mode (angstrom^2/s)
  2.0e+04  0.89107  1.9963e+15  1.9998e+15
  4.0e+04  0.70099  1.9969e+15  2.0024e+15
  8.0e+04  0.44253  1.9972e+15  2.0106e+15
  1.6e+05  0.24253  1.9973e+15  2.0371e+15
D full at 4.0e4 Hz, SI = 1.9969e-05 m^2/s
growth of D error when current doubles = 4.030
V3 / heat-capacity limit at x = 1e+04: 0.9860
```
